\section*{Why an Infinite Array of Via Stresses Has No Unique Sum}

\section{The belief}

Q: I need the stress between copper vias in a silicon die. One via gives a field falling as the inverse square of distance, so I superpose the fields over an infinite square array. Distant vias contribute little, and they surround the point on all sides. The lattice alone should therefore fix the answer. My two summation routines disagree, though. Is one of them faulty?

A: Perhaps neither. Let us first fix the field being summed. Take a thin, isotropic, linearly elastic plate, with tension positive and $\sigma_{zz}=0$. A via is a disc of radius $a$ with the same elastic constants as the plate: Young's modulus $E$ and Poisson's ratio $\nu$. Its misfit strain is
\begin{equation}
e=(\alpha_{\rm via}-\alpha_{\rm Si})\,\Delta T ,
\end{equation}
and displacements are measured relative to silicon's own free contraction. For a radial displacement $u(r)$,
\begin{equation}
\sigma_{rr}=\frac{E}{1-\nu^2}\left[(u'-e)+\nu\left(\frac ur-e\right)\right],
\end{equation}
with $e=0$ outside the via; $\sigma_{\theta\theta}$ follows by exchanging $u'$ and $u/r$. Equilibrium, $\sigma_{rr}'+(\sigma_{rr}-\sigma_{\theta\theta})/r=0$, becomes $u''+u'/r-u/r^2=0$, whose solutions are $r$ and $1/r$. Regularity at the centre and decay at infinity leave $u=br$ inside and, by continuity, $u=ba^2/r$ outside. Equal radial stress at $r=a$ requires
\begin{equation}
\frac{E(b-e)}{1-\nu}=-\frac{Eb}{1+\nu}
\quad\Rightarrow\quad b=\frac{(1+\nu)e}{2}.
\end{equation}
Hence both in-plane normal stresses inside equal $A$, and outside
\begin{equation}
\sigma_{rr}=-\sigma_{\theta\theta}=A\frac{a^2}{r^2},\qquad A=-\frac{Ee}{2}.
\end{equation}
Cooling copper in silicon gives $e<0$ and $A>0$: the via pulls inward. Because the elastic constants match, superposition introduces no further approximation within this model.

Q: That is my field. In Cartesian components I have $\sigma_{xx}=A(a^2/r^2)\cos2\theta=-\sigma_{yy}$ and $\sigma_{xy}=A(a^2/r^2)\sin2\theta$.

A: Good. Write positions as complex numbers in units of the pitch $p$, with the field point at $z$ and vias at $w=m+in$. Since $e^{-2i\theta}/r^2=1/(z-w)^2$, the stress between vias is
\begin{equation}
\sigma_{xx}-i\sigma_{xy}=A\left(\frac ap\right)^2 S,\qquad
S=\sum_w\frac1{(z-w)^2}.
\end{equation}

\section{Where the lattice stops deciding}

Q: The terms go to zero. What can go wrong?

A: The number of vias at distance $r$ grows as $r$. With one via per unit area, the absolute values between radii $R_1$ and $R_2$ add to about
\begin{equation}
\int_{R_1}^{R_2}\frac{2\pi r\,dr}{r^2}=2\pi\ln\frac{R_2}{R_1}.
\end{equation}
Between 150 and 300 pitches the explicit sum is 4.3547, against $2\pi\ln2=4.3552$. Each doubling of the radius adds the same amount, so the sum is not absolutely convergent. It converges through cancellation between directions, and the outline of the array decides how complete that cancellation is.

To isolate the effect, subtract and add $1/w^2$ for every $w\neq0$:
\begin{equation}
S=\underbrace{\frac1{z^2}+\sum_{w\ne0}\left[\frac1{(z-w)^2}-\frac1{w^2}\right]}_{\wp(z)}
+\underbrace{\sum_{w\ne0}\frac1{w^2}}_{J}.
\end{equation}
The bracket equals $(2zw-z^2)/[w^2(z-w)^2]$ and falls as $|w|^{-3}$. Its sum converges absolutely and defines the Weierstrass function $\wp$, which belongs to the lattice. The uniform number $J$ carries all the dependence on the outline.

Q: But $J$ vanishes by symmetry. Turning the lattice by $90^\circ$ replaces $w$ by $iw$ and reverses the sign of $1/w^2$.

A: That works if the outline also maps onto itself under the turn, as a centred square or circle does. For another outline, let its shape stay fixed while its size grows. Remove a centred disc whose radius is a fixed small fraction $\epsilon$ of that size; its sum is zero by your argument. Rescaled by the array size, the rest is a Riemann sum over a fixed region without the singular point. If the outline is $r=R(\theta)$, its limit is
\begin{equation}
J=\int_0^{2\pi}\!d\theta\,e^{-2i\theta}\int_\epsilon^{R(\theta)}\frac{dr}{r}
=\int_0^{2\pi}e^{-2i\theta}\ln R(\theta)\,d\theta .
\label{J}
\end{equation}
The term in $\ln\epsilon$ integrates to zero. Multiplying $R$ by a constant changes nothing either, so the effect does not fade as the array grows.

Q: What does a rectangle give?

A: Let its half-widths be $L_x$ and $L_y$, with $q=L_x/L_y$. Reflection removes the imaginary part. For the real part use ${\rm Re}(1/w^2)=-\partial_x(x/r^2)$ and the divergence theorem. The small disc, whose normal points into the hole, contributes $+\int_0^{2\pi}\cos^2\theta\,d\theta=\pi$. The left and right edges give the rest:
\begin{align}
J&=\pi-2\int_{-L_y}^{L_y}\frac{L_x\,dy}{L_x^2+y^2}\nonumber\\
&=\pi-4\arctan\frac{L_y}{L_x}=4\arctan q-\pi .
\label{rect}
\end{align}
The last step uses $\arctan(1/q)=\pi/2-\arctan q$. A square gives zero, a very wide array $+\pi$ and a very tall one $-\pi$.

Q: One of my routines finishes each infinite row before adding the next. Is that the wide limit?

A: Yes. Compare infinite rows, $|n|\le N$, with the same rows cut at $|m|\le qN$, for integer $q$. There are at most $3N$ rows, and each omitted pair of tails is smaller than $2/(qN)$, because $|w|^{-2}\le m^{-2}$. The difference is below $6/q$ whatever $N$ is. Let $N$ grow and then $q$: row-first summation gives $J=\pi$. Column-first summation gives $-\pi$ by the quarter turn. Explicit arrays of $40001\times41$ and $41\times40001$ vias give $J=3.1375$ and $-3.1375$, which agrees with Eq.~(\ref{rect}) at their finite aspect ratio.

Q: Can the outline also produce shear?

A: It can if it is tilted against the rows. For an ellipse with semi-axes $\alpha,\beta$ along $x,y$,
\begin{equation}
\frac1{R^2}=\frac{\cos^2\theta}{\alpha^2}+\frac{\sin^2\theta}{\beta^2}
=K\left|1+\kappa e^{2i\theta}\right|^2,\qquad
\kappa=\frac{\beta-\alpha}{\beta+\alpha},
\end{equation}
where $K$ is constant; comparing $\theta=0$ and $\theta=\pi/2$ fixes $\kappa$. Thus $\ln R={\rm const}-\kappa\cos2\theta+\dots$, and the omitted harmonics, $4\theta$ and higher, drop out of Eq.~(\ref{J}). This leaves $J=-\pi\kappa$. Tilting the ellipse by $\phi$ multiplies $1/w^2$ by $e^{-2i\phi}$, so
\begin{equation}
J=\pi\frac{\alpha-\beta}{\alpha+\beta}e^{-2i\phi}.
\end{equation}
For semi-axes of 500 and 200 pitches and $\phi=0.5$ rad, direct summation gives $0.7276-1.1331i$; the formula agrees within 0.0002 in each part. Since $\sigma_{xy}$ is minus the imaginary part, the shear is positive.

\section{The size of the effect}

Q: Is this large enough to matter in a die?

A: Take vias 5~$\mu$m in diameter at 10~$\mu$m pitch in a die 50~$\mu$m thick, cooled by 100~K from a relaxed state. With rough expansion coefficients of 17.0 and $2.6\times10^{-6}$/K,
\begin{equation}
e=(17.0-2.6)\times10^{-6}\times(-100)=-1.44\times10^{-3}.
\end{equation}
For $E=150$~GPa, $A=\tfrac12(150\ {\rm GPa})(1.44\times10^{-3})=108$~MPa. The prefactor is $A(a/p)^2=108\times0.25^2=6.75$~MPa.

Now take the point midway between two central neighbours in a row, where $\wp(1/2)=6.875$. The arrays lie in a much wider plate; pitch, via and cooling are held fixed, and the number of vias is nearly so.
\begin{center}
\begin{tabular}{lcc}
Array (columns $\times$ rows) & $S$ & $\sigma_{xx}$ (MPa)\\
$41\times41$ & 6.875 & 46.4\\
$81\times21$ & 9.002 & 60.8\\
$21\times81$ & 4.748 & 32.1
\end{tabular}
\end{center}
The wide and tall arrays differ by 28.7~MPa in $\sigma_{xx}$, and by the opposite amount in $\sigma_{yy}$. With the fill fraction $f=\pi a^2/p^2=0.196$, the outline stress is
\begin{equation}
A\left(\frac ap\right)^2J=Af\,\frac J\pi ,\qquad Af=21.2\ {\rm MPa}.
\end{equation}
Over centred rectangles it runs between the limits $-Af$ and $+Af$.

For a hole channel along [110] on a (001) surface, with the via rows along the same direction, linear piezoresistance gives a relative resistivity change $\pi_L\sigma_{xx}+\pi_T\sigma_{yy}$. A stress pair $(s,-s)$ therefore changes it by $\pi_{44}s$, since $\pi_L-\pi_T=\pi_{44}$. With a rough $\pi_{44}=1.4$~GPa$^{-1}$, the row-first term alone changes the hole mobility by about $-3\%$. This is an order of magnitude only: the stress comes from the isotropic model (the stiffness of cubic silicon along [110] would give $-3.4\%$), and the coefficient is the bulk, lightly doped one, which differs from that of an inversion layer.

Q: Then I shall always use a square outline.

A: That gives the centre of a square array in a wide plate. It does not give every point of one. Away from the centre, repeat the edge integral with the small disc around the field point. On the horizontal axis, $J$ becomes $\pi$ minus the angles subtended by the left and right edges. In an $81\times81$ array, 25.5 pitches from the centre, this gives $J=-0.391$, or $-2.6$~MPa in $\sigma_{xx}$. The field of a finite array is locally periodic, with a uniform part that drifts across the array.

\section{What fixes a periodic answer}

Q: Suppose the vias fill the whole die. Which outline should I use then?

A: Replace the outline by a mechanical condition: the mean stress or the mean strain. First find the mean that your sum implies in the central cell. The cell's own via contributes $Af$ to each normal stress from its interior, while its exterior field averages to zero over the square cell. For every other via, integrating $1/(z-w)^2$ over the central cell equals integrating $1/z^2$ over a cell centred at that via. Together these cells make up the rectangle without its central cell, so their integral is $J$. Therefore
\begin{align}
\langle\sigma_{xx}\rangle&=Af\left(1+\frac J\pi\right)=\frac{4Af}{\pi}\arctan q,\\
\langle\sigma_{yy}\rangle&=Af\left(1-\frac J\pi\right)=\frac{4Af}{\pi}\arctan\frac1q .
\end{align}
For $61\times21$ vias these are 33.5 and 9.0~MPa. Sampling the summed field on $48\times48$ points gives 33.25 and 8.75~MPa. The small deficit is a sampling effect: $\sigma_{xx}+\sigma_{yy}$ is $2A$ inside vias and zero outside, so the sampled total of 42.0~MPa corresponds to a fill of 0.194 instead of 0.196.

Even a square outline leaves a mean tension $Af$ in both directions. The surrounding plate supplies it. A free die has no such surroundings.

Q: So its mean stress is zero?

A: Away from the edges, yes. Start with a periodic field of zero mean and cut the die along cell boundaries. Equilibrium makes the force per period the same across every parallel line, so it equals the mean stress times the pitch, which is zero. Mirror symmetry removes the shear traction on the cut and the moment per period. Freeing the edges therefore removes only self-balanced tractions, whose effect dies out over a distance of order the pitch.

To construct the field, take the square-outline sum and subtract the uniform stress $Af$ from both normal components. A uniform stress is compatible in this homogeneous plate, so between vias
\begin{equation}
\sigma_{xx}=A\left(\frac ap\right)^2{\rm Re}\,\wp-Af,\qquad
\sigma_{yy}=-A\left(\frac ap\right)^2{\rm Re}\,\wp-Af .
\end{equation}
There is no second periodic solution with this mean. The difference of two would have zero mean stress and no misfit. Its elastic energy per cell is half the cell area times mean stress times mean strain, hence zero, and the difference vanishes.

At the midpoint $A(a/p)^2\wp=46.4$~MPa, so $\sigma_{xx}=46.4-21.2=25.2$~MPa and $\sigma_{yy}=-46.4-21.2=-67.6$~MPa. A finite-element solution for a free rectangular die with $9\times5$ vias gives 24.3 and $-67.6$~MPa. Its central-cell mean stresses are below 0.01~MPa in magnitude, although the die is far from square. The 0.9~MPa difference in $\sigma_{xx}$ is mesh error: refining from 16 to 48 elements per pitch brings the finite-element value to 25.1~MPa.

Q: How does the wide-plate answer turn into this one as the array reaches the edge?

A: Consider a circular array of $N$ vias centred in a free circular plate of radius $R_p$. Smeared out, it puts a radial stress $ANa^2/R_p^2$ on the edge circle. Freeing the edge adds a uniform stress
\begin{equation}
\sigma_{\rm edge}=-\frac{ANa^2}{R_p^2}
\end{equation}
in both directions. For 1701 vias in a plate of 5~mm radius this is $-0.046$~MPa, which justifies the wide-plate comparison. When the array fills the plate, $N=\pi R_p^2/p^2$ and the correction becomes $-Af$, as found above.

Q: And if the die is held at its edges?

A: If the edges follow silicon's free contraction, the mean strain is zero. Averaging Hooke's law then gives
\begin{equation}
\langle\sigma_{xx}\rangle=\langle\sigma_{yy}\rangle
=-\frac{Efe}{1-\nu}=\frac{2Af}{1-\nu}.
\end{equation}
With $\nu=0.17$ this is 51.1~MPa; finite elements for the clamped $9\times5$ die give 51.3~MPa. The same lattice thus has different, well-defined stresses under different edge conditions.

\section{Reading the numbers for a real die}

Q: Can I put the 25~MPa into a layout rule?

A: No. The dimensions are roughly those of real copper vias in thinned silicon, but a pitch of two diameters over an entire die is dense. The largest correction here is depth. Near a via the thin-plate law fails: about 5~$\mu$m from the axis, the computed deviatoric stress is 2.00 times that law at the surface and 1.20 times at mid-depth. In the filled die the stress pattern repeats every 10~$\mu$m, a length much shorter than the thickness, so the surface doubling applies to the whole periodic deviatoric pattern and not just to the nearest vias. At the midpoint the deviatoric part, $(\sigma_{xx}-\sigma_{yy})/2$, is 46.4~MPa in the thin-plate formula; at the surface the doubling adds about another 46~MPa. The equal-biaxial part does not double; it changes sign. The mean in-plane strain of the free die stays $fe$, while the periodic part of the dilatation doubles, so between vias $\varepsilon_{xx}+\varepsilon_{yy}=2fe-2(1+\nu)fe=-2\nu fe$. The biaxial part goes from $-Af=-21.2$~MPa to $2\nu Af/(1-\nu)=+8.7$~MPa. At the surface midpoint $\sigma_{xx}=92.8+8.7=101.5$~MPa and $\sigma_{yy}=-92.8+8.7=-84.1$~MPa: the first component is four times the thin-plate value. At 150~$\mu$m the factor is 1.00 at both depths. The thin-plate outline term therefore survives for arrays much wider than the die thickness.

Silicon's anisotropy matters too. Giving the vias copper's stiffness hardly changes the thin-plate midpoint stresses: 24.6 and $-67.8$~MPa with 16 elements per pitch, and 25.0 and $-67.7$~MPa on a converged mesh. Replacing isotropic silicon by cubic silicon with rough constants, die edges along [110], then gives 39.5 and $-68.3$~MPa on the coarse mesh, and 41.0 and $-68.3$~MPa when converged. The first component rises by a little over 60\%, while the second hardly moves. The zero mean in a free die rests on force balance and mirror symmetry, so it survives this change; the isotropic local formula does not.

Plastic flow sets another limit. Deep in a thick die, axial strain is locked to silicon's. The in-plane via stress becomes $A'=A/(1-\nu)=130$~MPa, and the axial stress is $2\nu A'-Ee=2\nu A'+2(1-\nu)A'=2A'$. The von Mises stress is then $A'$, below a rough copper yield stress of 200~MPa. With the via still given silicon's elastic constants, this deep part of an isolated via would begin to yield near 150~K of cooling; copper's own constants shift that figure somewhat. The estimate does not cover the ends of the via at the free surfaces, where the stress state differs. Liners, creep and bonding to another body are also absent; bonding can change the edge condition itself.

Q: So my two routines were both right?

A: Each was right for a different array: long rows for one, another outline for the other. The error was to call either result the stress of the lattice. For a block of vias in a wide die, keep its real outline and the position within it. For a die filled with vias, state the edge condition. If it imposes a uniform mean, as when all edges are free or all are held, solve the periodic cell with that mean stress or strain. With mixed edges the mean varies across the die. For a $21\times21$ die held on its left and right edges only, the cell means $(\langle\sigma_{xx}\rangle,\langle\sigma_{yy}\rangle)$ run from about $(52,6)$~MPa at the centre to about $(41,32)$~MPa two cells from a held edge, and the die-scale problem must be solved first.

\section*{Computed results}
\begin{verbatim}
via radius: 2.5 um
pitch: 10.0 um
die thickness: 50.0 um
rough silicon model modulus: 150 GPa
silicon model Poisson ratio: 0.17
rough copper expansion: 17.0 1e-6/K
rough silicon expansion: 2.6 1e-6/K
temperature change: -100 K
misfit strain: -1.440 1e-3
via stress A: 108.00 MPa
fill fraction f: 0.1963
A f: 21.21 MPa
P at midpoint: 6.87519
absolute sum, radii 150 to 300: 4.3547
2 pi ln 2: 4.3552
row-first outline term J: 3.1375
column-first outline term J: -3.1375
square array 41 x 41: lattice sum 6.8746, s_xx 46.40 MPa
wide array 81 x 21: lattice sum 9.0019, s_xx 60.76 MPa
tall array 21 x 81: lattice sum 4.7482, s_xx 32.05 MPa
wide minus tall s_xx: 28.71 MPa
off-centre J, 81 x 81, x = 25.5 pitches: -0.3914
tilted ellipse sum: 0.7276 -1.1331 i
61 x 21 cell mean s_xx: 33.25 MPa
61 x 21 cell mean s_yy: 8.75 MPa
free die midpoint s_xx, formula: 25.20 MPa
free die midpoint s_yy, formula: -67.61 MPa
free die midpoint, finite elements: s_xx 24.26, s_yy -67.62 MPa
free die cell mean, finite elements: s_xx 0.006, s_yy -0.006 MPa
clamped die mean, formula: 51.10 MPa
clamped die mean, finite elements: s_xx 51.28, s_yy 51.27 MPa
rough copper modulus 120 GPa, Poisson ratio 0.34
free die with copper stiffness: s_xx 24.62, s_yy -67.78 MPa
rough cubic constants c11, c12, c44: 166, 64, 80 GPa
free die, copper and cubic silicon: s_xx 39.49, s_yy -68.29 MPa
near-field factor, surface, r about 5 um: 1.998
near-field factor, mid-depth, r about 5 um: 1.201
far-field factor, surface, r about 150 um: 1.000
far-field factor, mid-depth, r about 150 um: 1.001
surrounding plate radius: 5.0 mm
finite-plate stress estimate, 1701 vias: -0.046 MPa
thin-plate via von Mises stress: 108.00 MPa
deep isolated via von Mises estimate: 130.12 MPa
rough copper yield stress: 200 MPa
rough piezoresistance coefficient pi44: 1.4 1/GPa
hole mobility change, row-first term: -2.97 %
\end{verbatim}
